# Heavy- and Light-Hole Splitting under Biaxial Strain with Split-Off Coupling: test program

```python
"""
Result under test: valence-band edge at k = 0 under biaxial (001) strain.
  Q    = b (e_zz - e_par),   R = sqrt(Delta^2 + 2 Delta Q + 9 Q^2)
  E_HH = -Q,   E_LH = (Q - Delta + R)/2,   E_SO = (Q - Delta - R)/2
  D    = E_HH - E_LH = (Delta - 3 Q - R)/2
Electron energies, relative to the J = 3/2 edge moved by a_v Tr(e).
Symbols: e_par in-plane strain, e_zz normal strain, a_v and b, d deformation
potentials, Delta spin-orbit splitting, C11, C12, C44 elastic constants,
g1, g2, g3 Luttinger parameters. HH, LH, SO: heavy, light, split-off hole.
The formulas are compared with diagonalization of the six-state matrix
built in the orbital basis X, Y, Z times spin.
Angular momenta in the code are in units of hbar.
"""
import itertools
import numpy as np
from scipy import constants as const

# ---------- operators in the basis (X, Y, Z) x (up, down) ----------
levi = np.zeros((3, 3, 3))
for p in itertools.permutations(range(3)):
    levi[p] = np.linalg.det(np.eye(3)[list(p)])
L = [-1j * levi[j] for j in range(3)]
sigma = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
I2, I3, I6 = np.eye(2), np.eye(3), np.eye(6)
L_dot_sigma = sum(np.kron(L[j], sigma[j]) for j in range(3))
J = [np.kron(L[j], I2) + 0.5 * np.kron(I3, sigma[j]) for j in range(3)]


def orbital_matrix(s, l, m, n):
    """Cubic 3x3 matrix linear in the symmetric tensor s."""
    s = np.asarray(s, float)
    h = n * s
    for i in range(3):
        h[i, i] = l * s[i, i] + m * (np.trace(s) - s[i, i])
    return h


def six_state(orbital, delta):
    return np.kron(orbital, I2) + delta / 3 * (L_dot_sigma - I6)


def strain_orbital(strain, a_v, b, d):
    return orbital_matrix(strain, a_v + 2 * b, a_v - b, np.sqrt(3) * d)


def matrix_from_Q(Q, delta):
    """Six-state matrix for a strain chosen so that b(e_zz - e_par) = Q."""
    return six_state(strain_orbital(np.diag([0, 0, -Q]), 0.0, -1.0, 0.0), delta)


jz_values, jz_vectors = np.linalg.eigh(J[2])


def labelled_levels(H):
    """HH, LH, SO energies found by diagonalizing inside J_z sectors."""
    out = []
    for mj in (1.5, 0.5):
        V = jz_vectors[:, np.abs(jz_values - mj) < 1e-9]
        out.append(np.linalg.eigvalsh(V.conj().T @ H @ V))
    return out[0][0], out[1][1], out[1][0]


def root(Q, delta):
    return np.sqrt(delta**2 + 2 * delta * Q + 9 * Q**2)


def level_formulas(Q, delta):
    R = root(Q, delta)
    return -Q, (Q - delta + R) / 2, (Q - delta - R) / 2


def splitting_formula(Q, delta):
    return (delta - 3 * Q - root(Q, delta)) / 2


# J = 3/2 and J = 1/2 states with J_z = 1/2, from the lowering operator
plus = -np.array([1, 1j, 0]) / np.sqrt(2)
up, down = np.array([1, 0]), np.array([0, 1])
z_orb = np.array([0, 0, 1])
stretched = np.kron(plus, up)
light = (J[0] - 1j * J[1]) @ stretched
light = light / np.linalg.norm(light)
split = np.kron(z_orb, up) - light * np.vdot(light, np.kron(z_orb, up))
split = split / np.linalg.norm(split)
half_basis = np.column_stack([light, split])


def light_hole_weights(H):
    """Split-off weight and Z-orbital weight of the LH eigenvector."""
    _, v = np.linalg.eigh(half_basis.conj().T @ H @ half_basis)
    psi = half_basis @ v[:, 1]
    return abs(v[1, 1])**2, np.sum(np.abs(psi[4:6])**2)


# ---------- example parameters (round, rough silicon-like regime) ----------
delta = 40.0                       # meV
b, d = -2000.0, -5000.0            # meV
C11, C12, C44 = 160.0, 64.0, 80.0  # GPa
g1, g2, g3 = 4.3, 0.3, 1.4
e_size = 0.01
width = 10.0                       # nm
shear = 0.001
temperature = 300.0                # K
kT = const.k * temperature / const.e * 1e3
h2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e21   # meV nm^2

# ---------- test: elastic response of a film with a free surface ----------
C = np.zeros((6, 6))
C[:3, :3] = C12
C[range(3), range(3)] = C11
C[range(3, 6), range(3, 6)] = C44
fixed, free = [0, 1, 5], [2, 3, 4]


def relaxed_film(e_par):
    v = np.zeros(6)
    v[[0, 1]] = e_par
    v[free] = -np.linalg.solve(C[np.ix_(free, free)],
                               C[np.ix_(free, fixed)] @ v[fixed])
    return v, C @ v


film, stress = relaxed_film(e_size)
assert np.isclose(film[2], -2 * C12 / C11 * e_size, rtol=1e-12)
assert np.allclose(film[3:], 0, atol=1e-15)
assert np.isclose(stress[0], (C11 + C12 - 2 * C12**2 / C11) * e_size)

# ---------- test: cubic symmetry leaves three strain constants ----------
rng = np.random.default_rng(3)
T = rng.normal(size=(3, 3, 3, 3))
T = T + T.transpose(1, 0, 2, 3)
T = T + T.transpose(0, 1, 3, 2)
T_avg = np.zeros_like(T)
for p in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        g = np.diag(signs) @ np.eye(3)[list(p)]
        T_avg += np.einsum('ap,bq,ir,js,pqrs->abij', g, g, g, g, T) / 48
random_strain = rng.normal(size=(3, 3))
random_strain = random_strain + random_strain.T
direct = np.einsum('abij,ij->ab', T_avg, random_strain)
three = orbital_matrix(random_strain, T_avg[0, 0, 0, 0],
                       T_avg[0, 0, 1, 1], 2 * T_avg[0, 1, 0, 1])
assert np.allclose(direct, three, atol=1e-12)

# ---------- test: spin-orbit levels and the light/split-off block ----------
assert np.allclose(np.linalg.eigvalsh(six_state(np.zeros((3, 3)), delta)),
                   [-delta] * 2 + [0] * 4, atol=1e-10)
assert np.allclose(light, np.sqrt(2 / 3) * np.kron(z_orb, up)
                   + np.sqrt(1 / 3) * np.kron(plus, down))
assert np.allclose(split, np.sqrt(1 / 3) * np.kron(z_orb, up)
                   - np.sqrt(2 / 3) * np.kron(plus, down))
for Q in (-50.0, 17.0):
    H = matrix_from_Q(Q, delta)
    block = half_basis.conj().T @ H @ half_basis
    assert np.allclose(block, [[Q, np.sqrt(2) * Q], [np.sqrt(2) * Q, -delta]])
    assert np.allclose(H @ J[2], J[2] @ H)

# ---------- test: levels and weights for real films, with a_v present ----------
a_test = 1700.0
for e_par in (-0.03, -0.01, -0.002, 0.001, 0.01, 0.03):
    v, _ = relaxed_film(e_par)
    strain = np.diag(v[:3])
    H = six_state(strain_orbital(strain, a_test, b, d), delta)
    Q = -b * (1 + 2 * C12 / C11) * e_par
    numeric = np.array(labelled_levels(H)) - a_test * np.trace(strain)
    assert np.allclose(numeric, level_formulas(Q, delta), atol=1e-9)
    assert np.isclose(numeric[0] - numeric[1], splitting_formula(Q, delta))
    full = np.linalg.eigvalsh(H) - a_test * np.trace(strain)
    assert np.allclose(full, np.sort(np.repeat(numeric, 2)), atol=1e-9)
    w_so, w_z = light_hole_weights(H)
    R = root(Q, delta)
    assert np.isclose(w_so, (1 - (delta + Q) / R) / 2)
    assert np.isclose(w_z, 0.5 + (delta + 9 * Q) / (6 * R))


def numeric_splitting(Q, dlt):
    hh, lh, _ = labelled_levels(matrix_from_Q(Q, dlt))
    return hh - lh


# ---------- test: small-strain series, remainder of fourth order ----------
def remainder(x):
    return numeric_splitting(x, 1.0) - (-2 * x - 2 * x**2 + 2 * x**3)


assert abs(remainder(0.01) / remainder(0.005) - 16) < 0.6  # next order: few %

# ---------- test: large-strain limits, monotonic rise, no crossing ----------
# corrections to the limits are of order Delta^2/|Q| = 1e-3 Delta
assert abs(numeric_splitting(-1000.0, 1.0) - 2 / 3) < 1e-3
assert abs(numeric_splitting(1000.0, 1.0) - (-3000 + 1 / 3)) < 1e-3
grid = np.linspace(-8, 8, 320)     # even count: Q = 0 is not on the grid
levels = np.array([labelled_levels(matrix_from_Q(x, 1.0)) for x in grid])
D_grid = levels[:, 0] - levels[:, 1]
assert np.all(np.diff(D_grid) < 0)
assert np.all(D_grid < 2 / 3)
assert np.all(D_grid * grid < 0)
assert np.all(levels[:, 0] > levels[:, 2])

# ---------- test: the ceiling is due to the split-off states ----------
j2 = sum(j @ j for j in J)
val, vec = np.linalg.eigh(j2)
quartet = vec[:, np.abs(val - 3.75) < 1e-9]


def four_state_splitting(Q):
    """HH - LH when the J = 1/2 states are removed."""
    H4 = quartet.conj().T @ matrix_from_Q(Q, delta) @ quartet
    e4, v4 = np.linalg.eigh(H4)
    psi = quartet @ v4
    jz2 = np.real(np.sum(psi.conj() * (J[2] @ J[2] @ psi), axis=0))
    return e4[jz2 > 1.25].mean() - e4[jz2 < 1.25].mean()


for Q in (-500.0, -36.0, 36.0):
    assert np.isclose(four_state_splitting(Q), -2 * Q)


# ---------- dispersion: same matrix form with k_i k_j in place of strain ----------
def k_orbital(k):
    return h2_2m * orbital_matrix(np.outer(k, k), -(g1 + 4 * g2),
                                  -(g1 - 2 * g2), -6 * g3)


k_small = 1e-3
for direction, g in (([0, 0, 1], g2), ([1, 1, 1], g3)):
    k = k_small * np.array(direction) / np.linalg.norm(direction)
    top = np.linalg.eigvalsh(six_state(k_orbital(k), delta))[2:]
    top = top / (h2_2m * k_small**2)
    expected = [-(g1 + 2 * g)] * 2 + [-(g1 - 2 * g)] * 2
    assert np.allclose(top, expected, atol=1e-4)  # k^4 terms are below this


def pair_gap(H):
    """Distance between the two highest Kramers pairs."""
    e = np.linalg.eigvalsh(H)
    assert np.isclose(e[5], e[4], atol=1e-8)
    assert np.isclose(e[3], e[2], atol=1e-8)
    return e[5] - e[3]


# ---------- printed results ----------
print(f"Delta = {delta:.1f} meV, b = {b/1e3:.1f} eV, d = {d/1e3:.1f} eV")
print(f"C11 = {C11:.0f} GPa, C12 = {C12:.0f} GPa")
print(f"g1, g2, g3 = {g1}, {g2}, {g3} (dimensionless)")
print(f"ceiling 2 Delta/3 = {2*delta/3:.2f} meV")
k_T = np.sqrt(kT / (h2_2m * g1))
print(f"kT at {temperature:.0f} K = {kT:.2f} meV")
print(f"thermal wave vector = {k_T:.3f} 1/nm")
for e_par in (-e_size, e_size):
    v, s = relaxed_film(e_par)
    strain = np.diag(v[:3])
    Q = b * (v[2] - v[0])
    base = strain_orbital(strain, 0.0, b, d)
    # a_v = 0 here: the common shift is the energy zero
    H = six_state(base, delta)
    hh, lh, so = labelled_levels(H)
    D = hh - lh
    w_so, w_z = light_hole_weights(H)
    print(f"--- in-plane strain {100*e_par:+.1f} % ---")
    print(f"normal strain = {100*v[2]:+.2f} %, stress = {s[0]:+.3f} GPa")
    print(f"Q = {Q:+.2f} meV, R = {root(Q, delta):.2f} meV")
    print(f"E_HH, E_LH, E_SO = {hh:+.2f}, {lh:+.2f}, {so:+.2f} meV")
    print(f"D = {D:+.2f} meV = {D*1e-3*const.e*1e7:+.3e} erg")
    print(f"D without split-off states = {four_state_splitting(Q):+.2f} meV")
    print(f"LH weights: split-off {w_so:.3f}, Z orbital {w_z:.3f}")
    print(f"Boltzmann factor exp(-|D|/kT) = {np.exp(-abs(D)/kT):.3f}")
    k100 = k_T * np.array([1, 0, 0])
    k110 = k_T * np.array([1, 1, 0]) / np.sqrt(2)
    gap100 = pair_gap(six_state(base + k_orbital(k100), delta))
    gap110 = pair_gap(six_state(base + k_orbital(k110), delta))
    print(f"gap at thermal k: [100] {gap100:.2f}, [110] {gap110:.2f} meV")
    kz = np.array([0, 0, np.pi / width])
    hh_w, lh_w, _ = labelled_levels(six_state(base + k_orbital(kz), delta))
    print(f"D in a {width:.0f} nm hard-wall channel = {hh_w-lh_w:+.2f} meV")
    sheared = strain.copy()
    sheared[0, 1] = sheared[1, 0] = shear
    gap_s = pair_gap(six_state(strain_orbital(sheared, 0.0, b, d), delta))
    print(f"gap with e_xy = {100*shear:.1f} % = {gap_s:.2f} meV")
    print(f"D with |Q| 10 % smaller = {numeric_splitting(0.9*Q, delta):+.2f} meV")
    print(f"D with Delta 5 % larger = {numeric_splitting(Q, 1.05*delta):+.2f} meV")
print("--- strain (%), Q, D, D without split-off states (meV) ---")
for e_par in (-0.02, -0.005, -0.001, 0.001, 0.005, 0.02):
    v, _ = relaxed_film(e_par)
    Q = b * (v[2] - v[0])
    print(f"{100*e_par:+.1f}  {Q:+.2f}  {numeric_splitting(Q, delta):+.2f}"
          f"  {four_state_splitting(Q):+.2f}")
print("finished without a failed check")
```

Running it gives:

```
Delta = 40.0 meV, b = -2.0 eV, d = -5.0 eV
C11 = 160 GPa, C12 = 64 GPa
g1, g2, g3 = 4.3, 0.3, 1.4 (dimensionless)
ceiling 2 Delta/3 = 26.67 meV
kT at 300 K = 25.85 meV
thermal wave vector = 0.397 1/nm
--- in-plane strain -1.0 % ---
normal strain = +0.80 %, stress = -1.728 GPa
Q = -36.00 meV, R = 101.90 meV
E_HH, E_LH, E_SO = +36.00, +12.95, -88.95 meV
D = +23.05 meV = +3.693e-14 erg
D without split-off states = +72.00 meV
LH weights: split-off 0.480, Z orbital 0.036
Boltzmann factor exp(-|D|/kT) = 0.410
gap at thermal k: [100] 25.20, [110] 54.56 meV
D in a 10 nm hard-wall channel = +23.27 meV
gap with e_xy = 0.1 % = 28.66 meV
D with |Q| 10 % smaller = +22.62 meV
D with Delta 5 % larger = +24.00 meV
--- in-plane strain +1.0 % ---
normal strain = -0.80 %, stress = +1.728 GPa
Q = +36.00 meV, R = 127.06 meV
E_HH, E_LH, E_SO = -36.00, +61.53, -65.53 meV
D = -97.53 meV = -1.563e-13 erg
D without split-off states = -72.00 meV
LH weights: split-off 0.201, Z orbital 0.977
Boltzmann factor exp(-|D|/kT) = 0.023
gap at thermal k: [100] 101.89, [110] 88.78 meV
D in a 10 nm hard-wall channel = -90.92 meV
gap with e_xy = 0.1 % = 95.26 meV
D with |Q| 10 % smaller = -86.99 meV
D with Delta 5 % larger = -97.13 meV
--- strain (%), Q, D, D without split-off states (meV) ---
-2.0  -72.00  +24.93  +144.00
-0.5  -18.00  +19.27  +36.00
-0.1  -3.60  +6.50  +7.20
+0.1  +3.60  -7.79  -7.20
+0.5  +18.00  -45.59  -36.00
+2.0  +72.00  -204.21  -144.00
finished without a failed check
```
